Tenfold slowing of light near the edge of a Bragg stop band

**Question**

Light of angular frequency ω travels along z in a single-mode guide with an infinite, uniform, lossless grating. At low power the field obeys

E'' + (ω²/c²) ε(z) E = 0,  ε(z) = ε̄ + Δε cos(2β_B z),  0 < Δε ≪ ε̄.

Primes denote d/dz, the time factor is exp(−iωt), and ε is the dimensionless permittivity of Gaussian units. The grating period is π/β_B. Without the grating, a wave of wavenumber β_B has frequency ω_B and group velocity v0.

(a) Derive coupled equations for the forward and backward envelopes.
(b) Find the dispersion relation and the stop band.
(c) At what ratio of detuning to coupling is the group velocity one tenth of v0?
(d) Explain the slowing by the flow of energy.
(e) Evaluate the result for a silicon waveguide grating.
(f) Estimate how loss, temperature, non-uniformity and pulse bandwidth affect it.
(g) Does a grating of finite length L show a tenfold delay?

**Answer (a): coupled equations**

Write the field as two counter-propagating waves with slowly varying envelopes:

E = A(z) exp(iβ_B z) + B(z) exp(−iβ_B z).

Differentiating twice gives

E'' = (A'' + 2iβ_B A' − β_B² A) exp(iβ_B z) + (B'' − 2iβ_B B' − β_B² B) exp(−iβ_B z).

The cosine is half the sum of exp(2iβ_B z) and exp(−2iβ_B z). It therefore turns the backward wave into a forward one, and the reverse, each with weight Δε/2. It also produces terms in exp(±3iβ_B z), which are far from phase matching and are dropped. So are A'' and B'', because the envelopes change little over a wavelength. The terms in exp(iβ_B z) leave

2iβ_B A' + (ω²ε̄/c² − β_B²) A + (ω²/c²)(Δε/2) B = 0.

Let β(ω) = ω√ε̄/c be the wavenumber without the grating. Near the Bragg frequency,

β² − β_B² = (β − β_B)(β + β_B) ≈ 2β_B δ,  δ = (ω − ω_B)/v0.

In the small coupling term, ω²/c² may be replaced by β_B²/ε̄. Its coefficient becomes β_B² Δε/(2ε̄) = 2β_B κ, with

κ = β_B Δε/(4ε̄).

Dividing by 2β_B and multiplying by i gives the first equation below. The terms in exp(−iβ_B z) give −iB' + δB + κA = 0, which is the second after multiplication by −i:

A' = iδA + iκB,
B' = −iδB − iκA.

Both δ and κ are inverse lengths. With n = √ε̄, Δε ≈ 2nΔn and β_B = 2πn/λ, the coupling is also κ = πΔn/λ, where Δn is the index amplitude.

In a real guide β(ω) is not proportional to ω. The same equations hold to leading order if v0 = c/n_g, with n_g the group index, and if κ is the actual coupling between the forward and backward modes. The formula κ = πΔn/λ, with Δn the modulation of the effective index, requires the longitudinal field of the mode to be small. In a silicon strip with corrugated sidewalls it is not small. Its sign relative to the transverse field is reversed in the backward mode, and two-dimensional estimates give roughly 0.4 to 0.6 of the coupling in the formula for oxide beside the sidewalls, depending on how the height of the guide is treated, and about 0.7 to 0.8 for air.

**Answer (b): dispersion relation**

In a uniform grating, try A and B both proportional to exp(iqz). The total Bloch wavenumber is then β_B + q, and the equations become

(q − δ) A = κB,
(q + δ) B = −κA.

Multiply the first by (q + δ) and use the second:

(q + δ)(q − δ) A = κ(q + δ)B = −κ² A.

A non-zero wave therefore requires

q² = δ² − κ².

For |δ| > κ, q is real and the wave propagates. For |δ| < κ, q = ±i√(κ² − δ²): the envelope grows or decays along z, and an infinite grating has no travelling state. This is the stop band. At its centre the amplitude decays over a length 1/κ.

**Answer (c): group velocity**

Differentiate the dispersion relation at fixed κ:

2q dq = 2δ dδ, so dδ/dq = q/δ.

Since dω = v0 dδ,

v_g = dω/dq = v0 q/δ.

Forward energy flow requires q and δ to have the same sign. On either side of the stop band, then,

v_g = v0 √(1 − κ²/δ²).

Setting v_g/v0 = 1/10 and squaring,

1 − κ²/δ² = 1/100,
κ²/δ² = 99/100,
|δ|/κ = 10/√99 = 1.00504.

The ratio is thus about 1.005, once above the stop band and once below it. A numerical root search on the slope of the coupled-mode eigenvalues gives 1.005038, in agreement with the formula.

For a general slowdown S = v0/v_g, the same algebra gives

|δ|/κ = 1/√(1 − 1/S²) ≈ 1 + 1/(2S²) for S ≫ 1.

Slowing by two needs |δ|/κ = 1.155, whereas slowing by ten leaves a distance to the band edge of only 0.5% of κ. Close to the edge, δ² − κ² ≈ 2κ(|δ| − κ), so

v_g ≈ v0 √[2(|δ| − κ)/κ].

The velocity vanishes as the square root of the distance to the edge. In the opposite limit, |δ| ≫ κ, v_g ≈ v0[1 − κ²/(2δ²)], and the grating hardly matters.

**Answer (d): energy flow**

For weak modulation, the stored energy per length is proportional to |A|² + |B|², and the net power to v0(|A|² − |B|²). With R = |B/A|², the energy velocity is

v_E = v0 (1 − R)/(1 + R).

From part (b), B/A = (q − δ)/κ. Since κ² = (δ − q)(δ + q),

R = (δ − q)²/[(δ − q)(δ + q)] = (δ − q)/(δ + q).

Therefore 1 − R = 2q/(δ + q) and 1 + R = 2δ/(δ + q), so v_E = v0 q/δ, the group velocity found above. For q/δ = 1/10,

R = (1 − 0.1)/(1 + 0.1) = 9/11 = 0.818.

The backward wave carries 82% of the forward power. Much energy is stored, but little net power flows. At the band edge R = 1 and the field is a standing wave.

**Answer (e): a silicon grating**

Take these rough typical values for a silicon strip waveguide: λ = 1550 nm, effective index 2.4 and n_g = 4.2. A coupling κ = 10 mm⁻¹ represents a sidewall corrugation of a few nanometres. The effective index of such a strip is modulated more strongly than the simple formula suggests, but only κ matters below. In the scalar model of part (a), this κ corresponds to

Δn = κλ/π = (10 mm⁻¹)(1.55 × 10⁻³ mm)/π = 0.00493.

The detuning and Bloch wavenumber offset on the upper branch are

δ = 1.00504 × 10 mm⁻¹ = 10.05 mm⁻¹,
q = δ/10 = 1.005 mm⁻¹.

The unperturbed velocity is v0 = c/4.2 = 7.14 × 10⁷ m/s. It falls to 7.14 × 10⁶ m/s, a group index of 42. The frequency offset from the Bragg condition is

Δf = v0 δ/(2π) = 114 GHz.

From ω = 2πc/λ, a small change obeys Δω = −2πcΔλ/λ². With Δω = cδ/n_g,

|Δλ| = λ²δ/(2πn_g) = 0.915 nm,

towards shorter wavelengths on this branch. The distance to the band edge is much smaller:

δ − κ = 0.0504 mm⁻¹, or 4.59 pm, or 0.572 GHz.

The envelope approximation can be checked by solving the original wave equation with six spatial harmonics. At κ/β_B = 0.00103 and for a nondispersive index, the ratios measured from the nominal ω_B are 1.00375 on the lower branch and 1.00632 on the upper. The gap centre has moved up by about 0.0013κ. This is small beside κ, but it is a quarter of the distance to the edge. Measured from the true gap centre in units of the half-gap, both ratios are 1.00504. In an experiment, that is the useful definition of the detuning.

**Answer (f): departures from the ideal grating**

**Loss.** Let α be the power attenuation without the grating. The amplitude of each wave then decays at rate α/2 along its own direction, which replaces δ by δ + iα/2:

q² = (δ + iα/2)² − κ².

Let q0 be the lossless value. To first order in α, q ≈ q0 + i(α/2)(δ/q0). The power attenuation 2 Im q is thus αδ/q0, ten times that of the bare guide. A loss of 2 dB/cm would become 20 dB/cm. This holds for absorption and other loss that is uniform along the guide. Backscattering from random sidewall roughness grows faster, roughly as the square of the slowdown, and is not included here.

The expansion requires αδ/q0² ≪ 1. Here α = 0.0461 mm⁻¹, so this quantity is 0.46 and the estimate is only rough. The full complex root gives 19.5 dB/cm. The slowdown, now defined as v0 d(Re q)/dω, is 9.32 at the same detuning. It no longer diverges at the edge but has a maximum of 11.9 at δ/κ = 1.0013. Tenfold slowing therefore survives, at a ratio between 1.0013 and 1.0050. It also occurs on the other side of the maximum, where the attenuation is higher.

**Temperature.** Hold the laser frequency and the grating period fixed. A change Δn_eff of the effective index changes δ by (2π/λ)Δn_eff. The distance to the edge is used up when

|Δn_eff| = (0.0504 mm⁻¹)(1.55 × 10⁻³ mm)/(2π) = 1.24 × 10⁻⁵.

With a rough thermo-optic coefficient of 2 × 10⁻⁴ K⁻¹, cooling by 0.062 K brings the upper band edge onto the laser line. Warming by 0.1 K instead raises v_g/v0 from 0.100 to 0.161. On the lower branch the roles of warming and cooling are exchanged.

**Non-uniformity.** The effective index of a silicon strip guide changes by 1 to 2 × 10⁻³ per nanometre of width, more for narrower strips. The lower figure, 10⁻³, is used below; it is about 80 times the margin just found. If the width drifts slowly enough along the grating, the dispersion relation applies locally, with a δ that depends on z. The change of q over a length 1/q must be small compared with q, which requires |dδ/dz| ≪ q³/|δ|, or 0.10 mm⁻² at the tenfold point. A drift of one nanometre must therefore be spread over much more than 4 cm. A drift of one nanometre then moves δ by about 4 mm⁻¹, so light tuned to tenfold slowing at one place is much faster, or inside the stop band, at another. An error common to the whole grating can be treated in the same way. A uniform index offset of +10⁻³ adds 4.05 mm⁻¹ to δ. The ratio becomes 1.41, and v_g rises to 0.71 v0. An offset of −10⁻³ puts the light inside the stop band. These figures hold for an offset common to the whole grating, and locally for a slow drift; rapid fluctuations along the guide need a separate calculation. A laser set to the nominal δ = 1.005κ will therefore not in general find tenfold slowing. It must be tuned relative to the measured edge, and the temperature must then drift by much less than 0.06 K.

**Pulse bandwidth.** Differentiating dq/dδ = δ/q once more,

d²q/dδ² = 1/q − δ²/q³ = (q² − δ²)/q³ = −κ²/q³.

Hence

d²q/dω² = −κ²/(q³v0²) = −1.93 × 10⁷ ps²/m.

The bare guide has a dispersion of magnitude about 1 ps²/m, which changes v0 by a fraction of only 5 × 10⁻⁵ over the detuning. Consider a Gaussian pulse with field proportional to exp(−t²/2T0²) and T0 = 1 ns. Its dispersion length is

T0²/|d²q/dω²| = (10⁶ ps²)/(1.93 × 10⁷ ps²/m) = 5.2 cm.

Its spectral half-width 1/(2πT0) = 0.16 GHz is already 28% of the distance to the edge, so higher-order dispersion also matters. With the loss above, light at the carrier frequency would be attenuated by about 100 dB over this length. The 5.2 cm is the lossless value. With δ replaced by δ + iα/2, d²q/dω² becomes about (−1.3 + 1.0i) × 10⁷ ps²/m, so loss changes the dispersion too. In this example loss limits the usable length before dispersion does.

**Answer (g): finite length**

For narrow-band light, meaning pulses much longer than the many round trips the light makes inside, in general it does not, if the grating begins and ends abruptly and the loss in one pass is small. A pulse shorter than one round trip does show it in its first transit, as noted below. Take the lossless case first. Write the coupled equations as d(A, B)/dz = iM(A, B), with

M = [[δ, κ], [−κ, −δ]].

Direct multiplication gives M² = (δ² − κ²)I = q²I, where I is the unit matrix. The exponential series therefore sums to

T = exp(iML) = I cos qL + i(M/q) sin qL.

No light enters from the far end, so B(L) = 0 and B(0) = −(T21/T22)A(0). The transmitted amplitude is

t = A(L)/A(0) = (T11 T22 − T12 T21)/T22.

The numerator equals cos² qL + [(δ² − κ²)/q²] sin² qL = 1. Hence

t = 1/[cos qL − i(δ/q) sin qL],
|t|² = 1/[cos² qL + (δ/q)² sin² qL],
φ = arctan[(δ/q) tan qL],

where φ is the phase of t. Let s = δ/q and use d(qL)/dδ = sL. Then

dφ/dδ = [s²L + (ds/dδ) sin qL cos qL]/(cos² qL + s² sin² qL).

The group delay is this quantity divided by v0. Two cases have sin qL cos qL = 0, with m a positive integer in the first and a non-negative integer in the second:

qL = mπ: delay = s²L/v0, |t|² = 1,
qL = (m + 1/2)π: delay = L/v0, |t|² = 1/s².

At the tenfold point s = 10. A lossless grating with qL = 3π, or L = 9.38 mm, delays light by 100 L/v0 and transmits all of it. With qL = 3.5π, or L = 10.94 mm, the delay is just L/v0 and the transmission is 1%. Numerical differentiation of the transmitted phase confirms both delays.

The ends reflect the Bloch wave, so the finite grating acts as a resonator. The factor of ten belongs to a single transit of the Bloch wave, not to the steady response of this resonator. The delays above therefore apply only to pulses much longer than its ringing time. A pulse shorter than the round trip, 20 L/v0 or 2.6 ns for L = 9.38 mm, leaves as a train of echoes. The first arrives after about 10 L/v0 and carries about (1 − R)² = 3.3% of the energy. Applying t to the spectrum of the 1 ns pulse of part (f) puts the transmitted peak at about 11 L/v0 and 10 L/v0 for the two lengths. In the lossy guide of part (f), the Bloch wave loses about 18 dB in one pass over 9.38 mm, so the lossless resonant values do not apply there. Replacing δ by δ + iα/2 in t, with the matching complex q, gives delays of 9.2 L/v0 and 8.9 L/v0 for the two lengths. Loss suppresses the repeated reflections, and the delay comes close to that of a single Bloch wave, but only about 0.05% and 0.03% of the power is transmitted.

The main values in parts (c) to (g) are listed in the numerical output below; the others follow from them by the formulas given.

Table of computed values

```
Tenfold detuning/coupling, formula: 1.005038
Same from numerical root search: 1.005038
Fractional distance above band edge: 0.005038
Backward/forward power ratio: 0.81818
Velocity ratio from energy flow: 0.1
Example inputs (rough typical values)
Bragg wavelength: 1550 nm
Effective index: 2.4
Group index without grating: 4.2
Coupling: 10 1/mm
Bare-guide loss: 2 dB/cm
Thermo-optic coefficient: 0.0002 1/K
Bare-guide dispersion magnitude: 1 ps^2/m
Example results, ideal infinite grating
Index modulation amplitude: 0.00493
Detuning for tenfold slowing: 10.0504 1/mm
Bloch wavenumber offset q: 1.005 1/mm
Detuning in wavelength: 0.915 nm
Detuning in frequency: 114.2 GHz
Distance to edge: 0.05038 1/mm
Distance to edge in wavelength: 4.59 pm
Distance to edge in frequency: 0.572 GHz
Unperturbed group velocity: 7.138e+07 m/s
Slow group velocity: 7.138e+06 m/s
Slow group index: 42
Full wave equation at this coupling (nondispersive index)
Coupling/beta_B: 0.00103
Ratio from nominal Bragg, lower branch: 1.00375
Ratio from nominal Bragg, upper branch: 1.00632
Ratio from gap centre, lower branch: 1.00504
Ratio from gap centre, upper branch: 1.00504
Neglected effects
Attenuation at this detuning: 19.5 dB/cm
Slowdown with loss, same detuning: 9.32
Largest slowdown with loss: 11.9
Detuning/coupling of that maximum: 1.0013
Index error equal to edge distance: 1.24e-05
Cooling that reaches the edge: 0.0621 K
Velocity ratio after 0.1 K warming: 0.161
Grating dispersion d2q/domega2: -1.93e+07 ps^2/m
Dispersion length, 1 ns pulse: 5.17 cm
Fractional change of v0 over detuning: 5.1e-05
Finite length with qL = 3 pi: 9.378 mm
Its delay/(L/v0): 100
Its power transmission: 1
Finite length with qL = 3.5 pi: 10.94 mm
Its delay/(L/v0): 1
Its power transmission: 0.01
```
